# When ions and reactive neutrals etch faster together than separately: verification in Python

```python
"""
Result under test: in a surface-site model of reactive-ion etching,
    excess = R_both - R_neutral - R_ion
           = theta * ion_flux * (theta_n * Ye - Y0).
theta   : fraction of sites ready to leave as product, both beams on
theta_n : the same fraction with neutrals alone
Ye, Y0  : atoms removed per ion from a fully ready / fully unready surface
K       : thermal product loss of a fully ready surface, m^-2 s^-1
nu      : neutral uptakes needed to make one site ready
uptake  : sticking probability times neutral flux, m^-2 s^-1
a       : uptake / nu, the largest product rate the neutrals can supply
The reference side is a master equation for sites holding 0..nu neutrals,
plus a random-event simulation in which one ion strikes two sites.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

SITE_DENSITY = 1.0e19       # m^-2
ATOM_DENSITY = 5.0e28       # m^-3
NEUTRAL_FLUX = 1.0e21       # m^-2 s^-1
STICKING = 0.2
NU = 4
ION_FLUX = 2.0e19           # m^-2 s^-1
YE = 2.0
Y0 = 0.1
K = 2.5e18                  # m^-2 s^-1
UPTAKE = STICKING * NEUTRAL_FLUX
TO_NM_MIN = 60.0e9 / ATOM_DENSITY


def site_model(uptake, ion_flux, thermal, nu=NU, ye=YE, y0=Y0,
               sputter_strips=False):
    """Generator (columns are initial states) and removal rate by state."""
    generator = np.zeros((nu + 1, nu + 1))

    def add_jump(start, end, rate):
        generator[end, start] += rate
        generator[start, start] -= rate

    for state in range(nu):
        add_jump(state, state + 1, uptake / SITE_DENSITY)
        if sputter_strips and state > 0:
            add_jump(state, 0, y0 * ion_flux / SITE_DENSITY)
    add_jump(nu, 0, (thermal + ye * ion_flux) / SITE_DENSITY)
    removal = np.full(nu + 1, y0 * ion_flux)
    removal[nu] = thermal + ye * ion_flux
    return generator, removal


def stationary(generator):
    size = len(generator)
    matrix = np.vstack([generator, np.ones(size)])
    target = np.append(np.zeros(size), 1.0)
    return np.linalg.lstsq(matrix, target, rcond=None)[0]


def steady(*args, **kwargs):
    generator, removal = site_model(*args, **kwargs)
    population = stationary(generator)
    return removal @ population, population[-1]


def three_rates(uptake, ion_flux, thermal, **kwargs):
    both, theta = steady(uptake, ion_flux, thermal, **kwargs)
    neutral, theta_n = steady(uptake, 0.0, thermal, **kwargs)
    ion, _ = steady(0.0, ion_flux, thermal, **kwargs)
    return both, neutral, ion, theta, theta_n


def rate_formula(a, b, p, thermal):
    return (a + p) * (thermal + b) / (a + thermal + b)


# General parameters, including cases with negative excess.
rng = np.random.default_rng(731)
signs = set()
for trial in range(60):
    nu = int(rng.integers(1, 6))
    uptake = 10 ** rng.uniform(19, 21)
    ions = 10 ** rng.uniform(18, 20)
    thermal = 10 ** rng.uniform(17, 21)
    ye = rng.uniform(0.5, 4.0)
    y0 = rng.uniform(0.02, 0.9) * ye
    both, neutral, ion, theta, theta_n = three_rates(
        uptake, ions, thermal, nu=nu, ye=ye, y0=y0)
    a = uptake / nu
    assert np.isclose(theta, a / (a + thermal + ye * ions), rtol=1e-8)
    assert np.isclose(theta_n, a / (a + thermal), rtol=1e-8)
    assert np.isclose(neutral, a * thermal / (a + thermal), rtol=1e-8)
    assert np.isclose(ion, y0 * ions, rtol=1e-8)
    assert np.isclose(both, rate_formula(a, ye * ions, y0 * ions, thermal),
                      rtol=1e-8)
    predicted = theta * ions * (theta_n * ye - y0)
    assert abs(both - neutral - ion - predicted) < 1e-8 * both
    assert both < a + y0 * ions
    signs.add(bool(both > neutral + ion))
assert signs == {True, False}

# Worked case and series limit.
a = UPTAKE / NU
b = YE * ION_FLUX
p = Y0 * ION_FLUX
both, neutral, ion, theta, theta_n = three_rates(UPTAKE, ION_FLUX, K)
excess = both - neutral - ion
enhancement = both / (neutral + ion)
series_rate, _ = steady(UPTAKE, ION_FLUX, 0.0, y0=0.0)
assert np.isclose(1 / series_rate, 1 / a + 1 / b, rtol=1e-9)
stripped, _ = steady(UPTAKE, ION_FLUX, K, sputter_strips=True)
assert stripped > neutral + ion


# The zero of the excess must not move with ion flux.
def excess_at(thermal, ions):
    r_both, r_neutral, r_ion, _, _ = three_rates(UPTAKE, ions, thermal)
    return (r_both - r_neutral - r_ion) / ions


thresholds = [brentq(excess_at, 1e19, 1e22, args=(flux,), rtol=1e-10)
              for flux in (0.2 * ION_FLUX, ION_FLUX, 5 * ION_FLUX)]
assert np.allclose(thresholds, a * (YE / Y0 - 1), rtol=1e-6)


# Numerical optimum of the enhancement.
def negative_enhancement(scaled_flux):
    r_both, r_neutral, r_ion, _, _ = three_rates(
        UPTAKE, scaled_flux * 1e19, K)
    return -r_both / (r_neutral + r_ion)


best = minimize_scalar(negative_enhancement, bounds=(0.05, 30),
                       method="bounded", options={"xatol": 1e-8})
best_flux = best.x * 1e19
best_enhancement = -best.fun
ratio = Y0 / YE
assert np.isclose(best_flux, np.sqrt(a * K / ratio) / YE, rtol=1e-4)
assert np.isclose(best_enhancement, 1 + a * (theta_n - ratio) /
                  (np.sqrt(neutral) + np.sqrt(ratio * (a + K))) ** 2,
                  rtol=1e-8)


# Random events: each ion strikes two neighbouring sites.
def simulate(neutrals_on, ions_on, events, seed):
    random = np.random.default_rng(seed)
    sites = 400
    rates = np.array([UPTAKE * neutrals_on, K, ION_FLUX * ions_on])
    rates /= SITE_DENSITY
    kinds = np.searchsorted(np.cumsum(rates) / rates.sum(),
                            random.random(events), side="right").tolist()
    places = random.integers(0, sites, events).tolist()
    chances = random.random((events, 2)).tolist()
    filling = [0] * sites
    burn_in = events // 10
    removed = 0
    for step in range(events):
        if step == burn_in:
            removed = 0
        place = places[step]
        kind = kinds[step]
        if kind == 0:
            if filling[place] < NU:
                filling[place] += 1
        elif kind == 1:
            if filling[place] == NU:
                filling[place] = 0
                removed += 1
        else:
            for offset in (0, 1):
                target = (place + offset) % sites
                if filling[target] == NU:
                    filling[target] = 0
                    removed += 1
                elif chances[step][offset] < Y0 / 2:
                    removed += 1
    elapsed = (events - burn_in) / (sites * rates.sum())
    return removed / (sites * elapsed) * SITE_DENSITY


assert YE == 2.0  # the simulated impact covers exactly two sites
sim_both = simulate(1, 1, 1200000, 11)
sim_neutral = simulate(1, 0, 1000000, 12)
sim_ion = simulate(0, 1, 400000, 13)
# Tolerances cover the counting noise of the finite event samples.
assert abs(sim_both / both - 1) < 0.02
assert abs(sim_neutral / neutral - 1) < 0.05
assert abs(sim_ion / ion - 1) < 0.04


# Alternating beams: removal per periodic pair of equal phases.
def phase_map(uptake, ions, duration):
    generator, removal = site_model(uptake, ions, K)
    size = len(generator)
    extended = np.zeros((size + 1, size + 1))
    extended[:size, :size] = generator
    extended[size, :size] = removal / SITE_DENSITY
    full = expm(extended * duration)
    return full[:size, :size], full[size, :size] * SITE_DENSITY


def alternating_removal(duration):
    move_n, remove_n = phase_map(UPTAKE, 0.0, duration)
    move_i, remove_i = phase_map(0.0, ION_FLUX, duration)
    start = stationary(move_i @ move_n - np.eye(NU + 1))
    return remove_n @ start + remove_i @ (move_n @ start)


durations = (0.001, 1.0, 10.0, 100.0)
alternating = [alternating_removal(t) / t for t in durations]
short_limit = 2 * rate_formula(a / 2, b / 2, p / 2, K)
assert np.isclose(alternating[0], short_limit, rtol=1e-3)
long_slope = (alternating_removal(200.0) - alternating_removal(100.0)) / 100
assert np.isclose(long_slope, neutral + ion, rtol=1e-6)
assert all(x > y for x, y in zip(alternating, alternating[1:]))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


flux_unit = "m^-2 s^-1"
speed = "nm/min"
show("site density", SITE_DENSITY, "m^-2")
show("substrate atom density", ATOM_DENSITY, "m^-3")
show("neutral flux", NEUTRAL_FLUX, flux_unit)
show("uptake probability s", STICKING)
show("neutrals per product nu", NU)
show("ion flux", ION_FLUX, flux_unit)
show("ion yield, ready surface Ye", YE)
show("ion yield, unready surface Y0", Y0)
show("thermal loss K", K, flux_unit)
show("neutral supply limit a", a, flux_unit)
show("ion removal capacity b", b, flux_unit)
show("physical sputtering p", p, flux_unit)
show("ready fraction, neutrals alone", theta_n)
show("ready fraction, both beams", theta)
show("R neutrals alone", neutral, flux_unit)
show("R ions alone", ion, flux_unit)
show("R both beams", both, flux_unit)
show("excess", excess, flux_unit)
show("etch speed, neutrals alone", neutral * TO_NM_MIN, speed)
show("etch speed, ions alone", ion * TO_NM_MIN, speed)
show("etch speed, additive prediction", (neutral + ion) * TO_NM_MIN, speed)
show("etch speed, both beams", both * TO_NM_MIN, speed)
show("excess etch speed", excess * TO_NM_MIN, speed)
show("upper bound a+p as speed", (a + p) * TO_NM_MIN, speed)
show("enhancement over additive prediction", enhancement)
show("apparent atoms removed per ion, both beams", both / ION_FLUX)
show("speed if sputtering strips neutrals", stripped * TO_NM_MIN, speed)
show("floor/sidewall ratio, site model", both / neutral)
show("floor/sidewall ratio, additive picture", (neutral + ion) / neutral)
show("optimum ion flux", best_flux, flux_unit)
show("largest enhancement", best_enhancement)
show("threshold thermal loss", thresholds[1], flux_unit)
for thermal in (5.0e19, 2.0e21):
    r_both, r_neutral, r_ion, _, cover_n = three_rates(
        UPTAKE, ION_FLUX, thermal)
    tag = f"K={thermal:.1e} {flux_unit}"
    show(tag + ", neutral-only ready fraction", cover_n)
    show(tag + ", neutrals alone", r_neutral * TO_NM_MIN, speed)
    show(tag + ", both beams", r_both * TO_NM_MIN, speed, 5)
    show(tag + ", additive", (r_neutral + r_ion) * TO_NM_MIN, speed, 5)
    show(tag + ", excess", (r_both - r_neutral - r_ion) * TO_NM_MIN, speed)
show("random events, both beams", sim_both * TO_NM_MIN, speed)
show("random events, neutrals alone", sim_neutral * TO_NM_MIN, speed)
show("random events, ions alone", sim_ion * TO_NM_MIN, speed)
for duration, value in zip(durations, alternating):
    show(f"alternating, phase {duration:g} s, removal/phase time",
         value * TO_NM_MIN, speed)
show("alternating, short-phase limit", short_limit * TO_NM_MIN, speed)
show("alternating, long-phase slope", long_slope * TO_NM_MIN, speed)
print("every check passed")
```

Running it gives:

```
site density: 1e+19 m^-2
substrate atom density: 5e+28 m^-3
neutral flux: 1e+21 m^-2 s^-1
uptake probability s: 0.2
neutrals per product nu: 4
ion flux: 2e+19 m^-2 s^-1
ion yield, ready surface Ye: 2
ion yield, unready surface Y0: 0.1
thermal loss K: 2.5e+18 m^-2 s^-1
neutral supply limit a: 5e+19 m^-2 s^-1
ion removal capacity b: 4e+19 m^-2 s^-1
physical sputtering p: 2e+18 m^-2 s^-1
ready fraction, neutrals alone: 0.9524
ready fraction, both beams: 0.5405
R neutrals alone: 2.381e+18 m^-2 s^-1
R ions alone: 2e+18 m^-2 s^-1
R both beams: 2.389e+19 m^-2 s^-1
excess: 1.951e+19 m^-2 s^-1
etch speed, neutrals alone: 2.857 nm/min
etch speed, ions alone: 2.4 nm/min
etch speed, additive prediction: 5.257 nm/min
etch speed, both beams: 28.67 nm/min
excess etch speed: 23.41 nm/min
upper bound a+p as speed: 62.4 nm/min
enhancement over additive prediction: 5.454
apparent atoms removed per ion, both beams: 1.195
speed if sputtering strips neutrals: 28.49 nm/min
floor/sidewall ratio, site model: 10.03
floor/sidewall ratio, additive picture: 1.84
optimum ion flux: 2.5e+19 m^-2 s^-1
largest enhancement: 5.509
threshold thermal loss: 9.5e+20 m^-2 s^-1
K=5.0e+19 m^-2 s^-1, neutral-only ready fraction: 0.5
K=5.0e+19 m^-2 s^-1, neutrals alone: 30 nm/min
K=5.0e+19 m^-2 s^-1, both beams: 40.114 nm/min
K=5.0e+19 m^-2 s^-1, additive: 32.4 nm/min
K=5.0e+19 m^-2 s^-1, excess: 7.714 nm/min
K=2.0e+21 m^-2 s^-1, neutral-only ready fraction: 0.02439
K=2.0e+21 m^-2 s^-1, neutrals alone: 58.54 nm/min
K=2.0e+21 m^-2 s^-1, both beams: 60.907 nm/min
K=2.0e+21 m^-2 s^-1, additive: 60.937 nm/min
K=2.0e+21 m^-2 s^-1, excess: -0.02941 nm/min
random events, both beams: 28.76 nm/min
random events, neutrals alone: 2.925 nm/min
random events, ions alone: 2.403 nm/min
alternating, phase 0.001 s, removal/phase time: 29.56 nm/min
alternating, phase 1 s, removal/phase time: 15.46 nm/min
alternating, phase 10 s, removal/phase time: 6.292 nm/min
alternating, phase 100 s, removal/phase time: 5.361 nm/min
alternating, short-phase limit: 29.56 nm/min
alternating, long-phase slope: 5.257 nm/min
every check passed
```
